One changed site energy shifts a level count by at most one

Take three sites in a row, one orbital on each, with equal site energies and hopping −1 between neighbours. The unit of energy is the size of the hopping, and the common site energy is zero. The Hamiltonian H has rows (0, −1, 0), (−1, 0, −1), (0, −1, 0), and its levels follow from

det(E − H) = E(E² − 1) − E = E³ − 2E = 0,

so they are −√2, 0 and √2. Now lower the first site by 2. Only the first diagonal element changes, and expansion along the first row gives

det(E − H') = (E + 2)(E² − 1) − E = E³ + 2E² − 2E − 2.

Its zeros are −2.481, −0.689 and 1.170. All three levels have moved down, yet none has passed the old position of the level beneath it:

−2.481 < −1.414 < −0.689 < 0 < 1.170 < 1.414.

Below E = −2 there was no level and there is now one. Below E = −1 there was one and there is still one. Wherever the counting energy is put, the count rises by one or stays the same. If hopping were absent this would be obvious, since a single level would move and the others would stay. With hopping every level may move, and the question is why the count is still so restricted.

Let H be any Hermitian matrix of finite size n, written in an orthonormal basis with one orbital per site. Spin is left out for now. The site energies and hoppings may be as disordered as one likes. Change the energy of site j by a real amount δ:

H' = H + δ|j><j|.

The added matrix has a single nonzero element, so its rank is one. Write N(E) for the number of eigenvalues of H strictly below E, counted with multiplicity, and N'(E) for the same number for H'. The claim is

N'(E) − N(E) = 0 or +1 for δ < 0,
N'(E) − N(E) = 0 or −1 for δ > 0,

at every E and for every size of δ.

The proof rests on a way of counting levels without finding them. Let λ₁ ≤ λ₂ ≤ … ≤ λₙ be the eigenvalues of H, and expand a vector v in orthonormal eigenvectors with coefficients c_k. Then

<v|H − E|v> = Σ_k (λ_k − E)|c_k|².

On the span L of the N eigenvectors with λ_k < E, this is negative for every nonzero v. On the span U of the other n − N eigenvectors it is zero or positive. Could some cleverly chosen subspace W of dimension N + 1 also give negative values throughout? Two subspaces of an n-dimensional space overlap in a dimension of at least the sum of their dimensions minus n, so

dim(W ∩ U) ≥ (N + 1) + (n − N) − n = 1.

W therefore contains a nonzero vector from U, for which the expression is not negative. Hence N(E) is the largest dimension of a subspace on which <v|H − E|v> < 0 for all nonzero v. Call such a subspace negative for H.

Now start from L and keep those of its vectors that vanish on site j. The condition v_j = 0 is one linear equation, so it removes at most one dimension, and at least N − 1 remain. For any vector,

<v|H'|v> = <v|H|v> + δ|v_j|²,

and for the vectors that were kept the last term is zero. They do not notice the change at all. The remaining subspace is thus negative for H' as well, and the counting rule gives

N' ≥ N − 1.

Nothing in this argument distinguished the old matrix from the new one, since H is obtained from H' by changing the same site by −δ. With the roles exchanged,

N ≥ N' − 1.

Together these give |N' − N| ≤ 1. The size of δ never entered, because a state that avoids the site is indifferent to how far the site has been moved.

The direction follows from the same expression. For δ < 0 the term δ|v_j|² is zero or negative, so all of L stays negative for H', and N' ≥ N. Combined with N' ≤ N + 1 this leaves 0 or +1. For δ > 0, exchange H and H' once more. The count of levels at or below E obeys the same rule: raise E by an amount so small that no further eigenvalue of either matrix is passed, and the strict count at the raised energy is the count "at or below" the original one.

The ordering seen in the chain is a consequence. For δ < 0 it reads

λ'_k ≤ λ_k ≤ λ'_{k+1}.

Suppose the first inequality failed. An energy E could then be placed with λ_k < E < λ'_k, where N ≥ k and N' ≤ k − 1, so lowering a site would have reduced the count. Suppose the second failed. With λ'_{k+1} < E < λ_k one would have N' ≥ k + 1 and N ≤ k − 1, a change of at least two. Both are excluded. This is called interlacing: no level moves up, and none falls below the old position of its lower neighbour. Here the levels are numbered in order of energy. A state with no weight on the changed site keeps its energy, though its number rises if another level passes below it. The lowest level has no lower neighbour and can fall without limit.

To learn at which energies the count does change, take E away from the eigenvalues of both matrices and define the Green function

G(E) = (E − H)⁻¹.

The matrix E − H' differs from A = E − H by −δ in the element jj. A determinant is linear in each column, so expansion along column j gives

det(E − H') = det A − δ C_jj,

where C_jj is the cofactor of that element, the determinant of A with row j and column j removed. The formula for the inverse matrix says C_jj = (A⁻¹)_jj det A = G_jj det A. Therefore

det(E − H') = det(E − H) [1 − δ G_jj(E)].

The determinant of E − H is the product of the factors E − λ_k. Of these, n − N are negative, so its sign is (−1)^(n−N). The ratio of the two determinants then has the sign (−1)^(N'−N). If 1 − δG_jj is positive, N' − N is even, and since it cannot exceed one in size it is zero. If 1 − δG_jj is negative, N' − N is odd, and it is +1 for δ < 0 or −1 for δ > 0. The determinant by itself tells odd from even; the bound turns this into the number itself.

For the chain, removing the first site leaves a pair with determinant E² − 1, so

G₁₁(E) = (E² − 1)/(E³ − 2E),
G₁₁(−2) = 3/(−4) = −3/4.

With δ = −2 this gives 1 − (−2)(−3/4) = −1/2, which is negative, and the count at E = −2 indeed rises by one. The change sets in where the bracket vanishes, at δ = 1/G₁₁ = −4/3. A shallower end site puts no level below −2.

The sign of G_jj has a direct meaning. In terms of the normalized eigenvectors ψ_k of H,

G_jj(E) = Σ_k |ψ_k(j)|² / (E − λ_k).

If E lies below the whole spectrum, every denominator is negative, and so is G_jj. The condition 1 − δG_jj < 0 means δG_jj > 1, and division by the negative G_jj reverses the inequality:

δ < δ* = 1/G_jj(E).

The site must be lowered by more than |δ*| to bring a level below E. Inside the spectrum G_jj can be positive. Then 1 − δG_jj > 0 for all negative δ, and lowering the site, however far, leaves the count at that energy unchanged.

Two limits show how the levels share the change. For small δ, a nondegenerate level moves to first order by δ|ψ_k(j)|², in proportion to its weight on the site. For very large negative δ, write the equation for the new levels as

det(E − H) − δ C_jj(E) = 0

and divide by δ. At any fixed E the first term fades, and the levels that stay finite approach the zeros of C_jj, which are the levels of the system with site j removed. One level, close to the energy of the site itself, runs off downwards. For the chain the remaining pair has levels −1 and 1, and the values −0.689 and 1.170 at δ = −2 are on their way there.

There is also a sum rule. The trace of a Hermitian matrix is the sum of its eigenvalues, so

Σ_k (λ_k − λ'_k) = Tr H − Tr H' = −δ.

For δ < 0 the terms are the lengths of the intervals from λ'_k to λ_k, and interlacing says that these intervals do not overlap. Inside the k-th one, N' ≥ k and N ≤ k − 1, so the count has risen by one. In the gaps between them the two counts agree. The energies at which the count changes therefore have a total width of |δ|. A deeper site changes the count over more of the energy axis, but nowhere by more.

For several sites, change them one after another. Each step alters the count by at most one, so changing m sites alters it by at most m. Divided by n, this says that the number of levels below E per site changes by no more than the fraction of sites changed.

This bears on band tails, the levels that disorder pulls out of a band into the gap. Suppose the ordered crystal has no level below its band edge at zero energy, and add site energies ε_i. Choose w > 0 and first replace every ε_i lower than −w by −w. The resulting matrix satisfies <v|H|v> ≥ −w for normalized v, so it has no level below −w. Now restore the true values. Only the sites with ε_i < −w are changed, and hence

N(−w) ≤ number of sites with ε_i < −w.

A tail state deeper than w needs at least one site deeper than w, and there are no more such states than such sites. There may be far fewer, because a lowered site need not bind a state, so the right side is a ceiling and not an estimate.

A numerical case can borrow rough values from amorphous indium gallium zinc oxide, whose conduction band comes mainly from metal s orbitals. Rough inputs are an effective mass of 0.35 electron masses and a metal–metal distance a of 0.33 nm. On a simple cubic lattice with site energy 6t and hopping −t, the energy along one axis is 2t(1 − cos ka) ≈ ta²k² for small k. Setting this equal to ħ²k²/2m gives

t = ħ²/(2ma²) = 1.00 eV,

and the clean band edge is at zero. The mass fixes only the bottom of the band. The model band is 12t, or 12 eV, wide, and a trap concentrated on one site depends on all of it, so the trap energies below belong to this model and are not predictions for the oxide. The cluster has 8 × 8 × 8 = 512 sites, an edge of 2.64 nm and periodic boundaries. Each site energy receives a random Gaussian part with standard deviation 0.15 eV. One site is then lowered by 5 eV, from 6.017 to 1.017 eV. Its own energy is still above the band edge.

The lowest levels before the change are −0.0007, 0.5654, 0.5732 and 0.5853 eV. Afterwards they are −0.3851, 0.0643, 0.5666, 0.5735 and 0.5854 eV, and the two lists interlace. (The fourth decimal serves to show the ordering; the model does not fix real energies so finely.) A trap level now lies 0.39 eV below the clean edge, although the site itself lies 1.0 eV above it: the electron gains energy by hopping to the surroundings, and 58% of its probability is on the lowered site.

At E = −0.2 eV the original cluster has no level and G_jj = −0.216 per eV. The threshold is

δ* = 1/(−0.216 eV⁻¹) = −4.63 eV,

and since −5 eV lies beyond it, 1 − δG_jj = −0.080 is negative and the count goes from 0 to 1. At 2 eV, G_jj = +0.509 per eV is positive, and the count stays at 31. At 6 eV it stays at 255 for the same reason.

The first four intervals in which the count rises have widths

0.3851 − 0.0007 = 0.3844 eV,
0.5654 − 0.0643 = 0.5011 eV,
0.5732 − 0.5666 = 0.0066 eV,
0.5853 − 0.5735 = 0.0118 eV,

together 0.904 eV. The remaining 4.096 eV is spread over the other 508 levels, and the computed total is 5.000 eV, as the sum rule demands.

With four sites 5.7a apart lowered instead, at fixed positions and with the same disorder, the number of levels below −0.2 eV is 0 for a lowering of 3 eV, 3 for 4.7 eV and 4 for 8 eV. The original cluster has no level below −0.2 eV and four sites are changed, so the rule for m sites allows at most four; this bound is reached but not passed. (The tail ceiling, which also counts sites that disorder alone puts below −0.2 eV, is much higher here: 49.) The middle value is close to the 4.63 eV threshold found for the other site. The missing level is due to local disorder. Taken one at a time, the four sites have thresholds of −4.27, −4.63, −4.36 and −4.91 eV, the last belonging to a site whose random part is +0.31 eV. Coupling between the sites moves the thresholds to −4.12, −4.44, −4.68 and −4.97 eV, which leaves the count at three. Coupling is not negligible, though: without disorder it splits the common threshold of −4.58 eV into −4.26 eV and three times −4.70 eV.

The one-orbital condition matters. If a site carries g orbitals and all of them shift, the requirement that v vanish there is g linear equations, and the bound becomes g. Spin gives g = 2: for the chain with spin, lowering the end site by 2 raises the count at E = −2 by two.

Other conditions can be relaxed. Suppose the bonds of site j change together with its energy. All altered matrix elements lie in row j or column j, and each contributes to <v|H'|v> a term containing v_j or its conjugate. For v_j = 0 they vanish, so the count still changes by at most one. The direction is no longer fixed, because the added terms can have either sign. In 300 random Hermitian matrices of 3 to 11 sites, with a site energy and all its bonds changed, the values −1, 0 and +1 all occurred and no others.

Atomic orbitals on neighbouring sites usually overlap. The levels then follow from Hc = ESc with a positive overlap matrix S. Putting c = S^(−1/2)d turns this into an ordinary eigenvalue problem for S^(−1/2)HS^(−1/2), and

d†(S^(−1/2)HS^(−1/2) − E)d = c†(H − ES)c.

The map between c and d is invertible and preserves dimensions, so the levels can be counted with c†(H − ES)c. If S is held fixed, the condition c_j = 0 works as before. The total width does change: the trace of S⁻¹δ|j><j| is δ(S⁻¹)_jj, which replaces δ in the sum rule.

At a temperature T, what matters is the number of electrons in independent levels at a chemical potential μ, the sum of the Fermi function f(λ_k). Since f vanishes at high energy, f(λ) is the integral of −df/dE from λ upwards. Summing over levels gives

Σ_k f(λ_k) = ∫ (−df/dE) N(E) dE.

The weight −df/dE is positive and integrates to one. At fixed μ, the change in electron number is therefore an average of N' − N, and for δ < 0 it lies between 0 and 1. In the cluster, with μ = −0.2 eV and T = 300 K, kT is 0.026 eV and the change is 0.999 per spin direction. The trap is 0.185 eV below μ, about seven kT, so thermal smearing hardly matters here.

In a real oxide film the metal positions and bond lengths are irregular. That changes H but not the theorem on the count, which never used the lattice. The ceiling on tail states needs more: it assumed that no level lies below zero before the site energies are added, and irregular hoppings can produce such levels by themselves. Real defects also break the assumption that only one site is affected. Electrons that rearrange around the defect shift the energies of other sites through their repulsion, and a positively charged centre attracts electrons at a distance: for a single elementary charge, with a rough relative permittivity of 10, the potential energy at the nearest neighbour is −0.44 eV. Including this tail on the other sites, without a compensating charge, moves the trap level from −0.39 to −0.53 eV. A bulk permittivity is not reliable at a single atomic distance, and weaker screening would lower the level further. The count at −0.2 eV still rises by one, but at some energy in the band it rises by 50. Every site has been changed, and the bound of one no longer applies. The size of this number belongs to the box, not to the defect. The clean cube has 68 coinciding levels at the band centre, which weak disorder spreads only slightly, and the uncompensated tail lowers the sites by 0.127 eV on average, enough to carry most of the group past one energy. A uniform shift of that size alone gives 49. With the average removed, as a uniform compensating charge would do, the largest rise is 3: still more than one, but far from 50.

Bonds weakened by 20% at the lowered site, without the Coulomb tail, move the trap level to −0.115 eV. It no longer lies below −0.2 eV, though the count still changes by at most one at every energy, as it must. Here the change is 0 or +1 throughout; with altered bonds the theorem alone would also allow −1. Two electrons in the trap would repel each other by 0.19 eV from the parts of their charge on different sites alone, half the trap depth, and the same-site part adds to this. Counting two electrons per trap level is therefore unsafe here. The finite box matters little for the deep trap: without disorder the level is at −0.409 eV for 8 sites per edge and −0.402 eV for 32. Other values move more. With the same disorder pattern repeated to 24 sites per edge and one lowered site, the threshold goes from −4.63 to −4.68 eV, the weight on the site from 58% to 60%, the level with the Coulomb tail from −0.53 to −0.52 eV, and the shallow level with weakened bonds from −0.115 to −0.075 eV. All values also belong to one random draw: over 60 draws the trap level has a standard deviation of 0.09 eV and the threshold one of 0.15 eV.

The shifts found for the Coulomb tail and for the weaker bonds are thus tenths of an eV, comparable with the trap depth itself. The same-site repulsion was not computed and may be larger. The 5 eV lowering is a model choice, not a measured defect strength, and the trap energy depends strongly on it: by the first-order rule, a small further change of the site energy moves the trap by 58% of that change. One such site per box means 5 × 10¹⁹ per cm³, a density set by the size of the box and not by a measurement. The bound on the count depends on none of these values. When only site energies change, it is the number of orbitals whose energy changes, and for a defect with a long-range potential that number is large. The full numerical output follows.

Values computed for the example and the checks

```
random matrices tested: 300
CHAIN (energies in units of t), end site lowered
  site change: -2  counting energy: -2
  levels before: [-1.4142 -0.      1.4142]
  levels after:  [-2.4812 -0.6889  1.1701]
  G_11 at counting energy (1/t): -3/4
  1 - delta*G_11: -1/2
  threshold site change: -4/3
  count change: 1  with spin: 2
CLUSTER inputs
  effective mass (electron masses, rough): 0.35
  site spacing (nm, rough): 0.33
  relative permittivity (rough): 10.0
  hopping t (eV): 0.9996
  sites: 512, box edge (nm): 2.64
  site disorder, standard deviation (eV): 0.15
  change of one site energy (eV): -5.0
  own disorder energy of that site (eV): 0.0199
  site energy before, after (eV): 6.017, 1.017
  density of one site per box (cm^-3): 5.43e+19
CLUSTER results
  lowest 4 levels before (eV): [-0.0007  0.5654  0.5732  0.5853]
  lowest 5 levels after (eV):  [-0.3851  0.0643  0.5666  0.5735  0.5854]
  highest level before, after (eV): 12.004, 11.999
  E = -0.2 eV: N before 0, after 1, G_jj = -0.2161 1/eV, 1-delta*G_jj = -0.0803
  E = 2.0 eV: N before 31, after 31, G_jj = 0.5090 1/eV, 1-delta*G_jj = 3.5452
  E = 6.0 eV: N before 255, after 255, G_jj = 14.8673 1/eV, 1-delta*G_jj = 75.3363
  threshold site change at -0.2 eV (eV): -4.628
  largest count change at any energy: 1
  total width where count changes (eV): 5.000000
  trap-state weight on the changed site: 0.578
  4 sites lowered by 3.0 eV: 0 levels below -0.2 eV
  4 sites lowered by 4.7 eV: 3 levels below -0.2 eV
  4 sites lowered by 8.0 eV: 4 levels below -0.2 eV
NEGLECTED EFFECTS
  Coulomb shift at nearest neighbour (eV): 0.436
  lowest level with Coulomb tail (eV): -0.529
  count change at -0.2 eV with Coulomb tail: 1
  largest count change with Coulomb tail: 50
  lowest level, site bonds 20% weaker (eV): -0.115
  count change range, weaker bonds: 0 to 1
  two-electron repulsion, intersite part (eV): 0.193
  kT at 300 K (eV): 0.02585
  thermal count change, mu = -0.2 eV, no spin: 0.9988
  clean trap level, box of 8 and of 32 sites per edge (eV): -0.4090, -0.4018
```
